# Valley Interference in Tunnelling Images of Subsurface Silicon Donors

**Q.** I image a donor a few nanometres below a silicon (001) surface. The Fourier transform has peaks away from the surface lattice points. What does the image measure?

**A.** Take an s-wave tip at constant height $z_t$, and let one bound orbital $\psi$ carry the current. At leading order in the tunnel coupling the signal is proportional to

$$n(\mathbf r_\parallel)=|\psi(\mathbf r_\parallel,z_t)|^2 ,\qquad
\tilde n(\mathbf q)=\int d^2r_\parallel\,e^{-i\mathbf q\cdot\mathbf r_\parallel}\,n(\mathbf r_\parallel).$$

The image is a density, so its Fourier components record differences between the wavevectors in $\psi$, not the wavevectors themselves. I neglect spin-orbit coupling and assume no magnetic field.

**Q.** Which wavevectors does the donor state contain?

**A.** Expand it in Bloch states of the lowest conduction band, $\psi=\sum_{\mathbf k}c(\mathbf k)\phi_{\mathbf k}$. A shallow donor has most of its weight near the band minima $\mathbf k_\mu$. Write $\mathbf k=\mathbf k_\mu+\boldsymbol\delta$ and neglect the change of the periodic factor over this small region:

$$\phi_{\mathbf k_\mu+\boldsymbol\delta}(\mathbf r)\approx
e^{i\boldsymbol\delta\cdot\mathbf r}e^{i\mathbf k_\mu\cdot\mathbf r}u_\mu(\mathbf r).$$

Collecting the terms of each valley gives

$$\psi=\sum_\mu F_\mu e^{i\mathbf k_\mu\cdot\mathbf r}u_\mu,\qquad
F_\mu(\mathbf r)=\sum_{\boldsymbol\delta}c(\mathbf k_\mu+\boldsymbol\delta)e^{i\boldsymbol\delta\cdot\mathbf r}.$$

The envelope $F_\mu$ varies slowly; $u_\mu$ has the period of the crystal. Silicon has six minima, at $\pm k_0$ along the cubic axes. I measure wavevectors in $2\pi/a$ and use $k_0=0.85$.

**Q.** Could the electron simply sit in one of them?

**A.** Not in a nondegenerate state under these assumptions. The Hamiltonian is real, so $\psi^*$ has the same energy as $\psi$. Without degeneracy they differ by a constant phase, and $\psi$ can be chosen real. Then $|c(-\mathbf k)|=|c(\mathbf k)|$, so opposite valleys have equal weight. The donor potential, which is not periodic, also couples different axes. In bulk, cubic symmetry gives all six valleys equal weight in the fully symmetric ground state. A single-valley donor is thus a comparison case.

**Q.** Now show me where the new peaks come from.

**A.** Square the sum, keeping two separate valley indices:

$$|\psi|^2=\sum_{\mu\nu}F_\mu^*F_\nu\,
e^{i(\mathbf k_\nu-\mathbf k_\mu)\cdot\mathbf r}\,u_\mu^*u_\nu .$$

The product $u_\mu^*u_\nu$ is lattice-periodic. With $u_\mu=\sum_{\mathbf G'}a_\mu(\mathbf G')e^{i\mathbf G'\cdot\mathbf r}$,

$$u_\mu^*u_\nu=\sum_{\mathbf G'\mathbf G''}a_\mu^*(\mathbf G')a_\nu(\mathbf G'')
e^{i(\mathbf G''-\mathbf G')\cdot\mathbf r}
=\sum_{\mathbf G}C_{\mu\nu}(\mathbf G)e^{i\mathbf G\cdot\mathbf r},$$

where $\mathbf G=\mathbf G''-\mathbf G'$ and $C_{\mu\nu}(\mathbf G)=\sum_{\mathbf G'}a_\mu^*(\mathbf G')a_\nu(\mathbf G'+\mathbf G)$.

On a plane of fixed $z$, the vertical part of each exponential is a constant phase. Define the packet

$$P_{\mu\nu}(\mathbf q;z)=\int d^2r_\parallel\,e^{-i\mathbf q\cdot\mathbf r_\parallel}
F_\mu^*(\mathbf r_\parallel,z)F_\nu(\mathbf r_\parallel,z).$$

The remaining lateral exponential shifts its argument:

$$\tilde n(\mathbf q)=\sum_{\mu\nu\mathbf G}C_{\mu\nu}(\mathbf G)
e^{i(\mathbf k_\nu-\mathbf k_\mu+\mathbf G)_z z}
P_{\mu\nu}\!\left(\mathbf q-(\mathbf k_\nu-\mathbf k_\mu)_\parallel-\mathbf G_\parallel;z\right).$$

Since $P_{\mu\nu}$ is centred near zero for smooth envelopes, the packet centres are

$$\mathbf q=(\mathbf k_\nu-\mathbf k_\mu)_\parallel+\mathbf G_\parallel .$$

Vectors $\mathbf G$ with the same projection add with their phases, so they can reinforce or cancel.

**Q.** Your expansion uses bulk Bloch functions. My tip is in vacuum.

**A.** The amplitudes change there, but the centres survive if the surface has the lateral period of the crystal. Such a surface changes lateral momentum by vectors $\mathbf G_\parallel$. A component that starts at $\mathbf k_{\mu\parallel}+\boldsymbol\delta_\parallel$ therefore reaches the tip at that value plus some $\mathbf G_\parallel$, and differences of two such momenta obey the same rule.

**Q.** What is left when I keep one valley?

**A.** Set $\mu=\nu$. The valley difference vanishes, and the centres are $\mathbf q=\mathbf G_\parallel$. If you also drop $u_\mu$ and plot the bare envelope, one packet at $\mathbf q=0$ remains. An anisotropic mass makes that packet elliptical but does not move its centre. An envelope with nodes could have side maxima of its own, but they would be features of the packet's shape, not valley differences.

Multiplying a one-valley wave by $e^{-i\mathbf k_\mu\cdot\mathbf r}$ moves the valley to the zone centre and leaves the density unchanged. The packet centres of a one-valley density therefore carry no record of where that valley lies. Their strengths at the tip can depend on it, because the decay in vacuum depends on lateral momentum.

**Q.** Which positions should I look for on (001)?

**A.** The bulk reciprocal vectors of silicon have components that are all even or all odd. Their projections $(h,k)$ therefore have $h$ and $k$ of equal parity. The shortest nonzero ones are $(\pm1,\pm1)$, so the surface zone is $|q_x|+|q_y|\le1$. The valley pairs give:

- $x$ with $-x$: $(2k_0,0)=(1.70,0)$. Subtracting $(2,0)$ and reversing the sign gives $(2-2k_0,0)=(0.30,0)$.
- $x$ with $y$: $(k_0,k_0)$ up to signs. Subtracting $(1,1)$ and reversing the sign gives $(0.15,0.15)$.
- $x$ with $z$: $(k_0,0)=(0.85,0)$, already inside the zone.
- $z$ with $-z$: the difference $(0,0,2k_0)$ projects to $(0,0)$.

The sign reversal is allowed because $n$ is real and $|\tilde n(-\mathbf q)|=|\tilde n(\mathbf q)|$. Each of the first three classes has four members, so with the centre the zone holds $3\times4+1=13$ positions.

The fringe period is $a/|\mathbf q|$ for $\mathbf q$ in these units. With $a=0.543$ nm, the $x$–$y$ period is $0.543/(0.15\sqrt2)=2.56$ nm, the folded $x$–$(-x)$ period is $0.543/0.30=1.81$ nm, and the $x$–$z$ period is $0.543/0.85=0.64$ nm.

**Q.** So two valleys are not enough to guarantee a new peak?

**A.** Correct. A state made from $+z$ and $-z$ interferes along depth, through the phase $2k_0z$, but its lateral packets stay on the lattice points.

There is a second exception. Suppose six orthonormal states $\psi_i=\sum_\mu\alpha_{i\mu}F_\mu e^{i\mathbf k_\mu\cdot\mathbf r}u_\mu$ share the same envelopes and contribute equally to the current. Then

$$\sum_i|\psi_i|^2=\sum_{\mu\nu}\Big(\sum_i\alpha_{i\mu}^*\alpha_{i\nu}\Big)
F_\mu^*F_\nu e^{i(\mathbf k_\nu-\mathbf k_\mu)\cdot\mathbf r}u_\mu^*u_\nu .$$

Let each valley term be normalized, and neglect the overlap of different valleys. Orthonormality of the six states then makes the matrix $\alpha$ unitary, so the bracket is $\delta_{\mu\nu}$ and the intervalley terms cancel. The measurement must favour some valley combinations over others, for instance by resolving one level.

**Q.** The derivation assumes envelopes from the start. Is there evidence that does not?

**A.** One can diagonalize a model crystal directly. It has one orbital per fcc site, six minima at $k_0=0.85$, masses $0.92$ and $0.19\,m_e$, and a band energy kept below 3 eV. The donor is a Coulomb well with permittivity 11.7 plus an on-site attraction of 0.868 eV, set so that the bulk level is at $-45.00$ meV. The surface is a hard wall, and the donor lies 4.34 nm below the top layer in a box of edge 13.03 nm.

I split the computed top-layer wave by crystal momentum into six valley parts and located the largest Fourier component of each pair's interference term. All 15 pairs were tested against the rule with a tolerance of 0.0417, the resolution of the box. The largest miss was 0.014. The $+z$ with $-z$ term peaked on a lattice point.

Moving the minima to $k_0=0.75$, with the donor potential held fixed, moved the peaks with them; to the printed digits there was no miss. A separately solved crystal had one valley, with the masses of the $x$ valley but placed at the zone centre, which leaves the top-layer density unchanged. Inside the surface zone it showed one maximum above 3% of the central value, and it lay at the lattice position.

**Q.** I cannot split my image into valley pairs. What does the whole image show?

**A.** Inside the surface zone, the model's top layer has 13 maxima above 3%, as many as there are predicted positions. Relative to $\mathbf q=0$, the strengths are:

- $x$–$y$ at $(0.15,0.15)$: 0.42 with six valleys, 0.005 with one.
- $x$–$(-x)$ at $(0.30,0)$: 0.25 with six valleys, 0.004 with one.
- $x$–$z$ at $(0.85,0)$: 0.14 with six valleys, below $10^{-4}$ with one.

The small one-valley values are the tail of the central packet. In a larger box, of edge 21.7 nm, the six-valley strengths change by about 0.02 at most.

The maxima are not all at the ideal positions. The one nearest the $x$–$(-x)$ position misses it by 0.05, although the isolated pair terms miss by at most 0.014. The rest of the shift comes from adding overlapping packets, which the finite box and its Fourier window broaden. In the box of edge 21.7 nm the miss falls to 0.03. It matters if you use the peak to measure $k_0$: from $q=2-2k_0$, an error of 0.05 in $q$ becomes $0.05/2=0.025$ in $k_0$.

**Q.** Would a shallower donor give a clearer pattern?

**A.** It gives more signal but broader packets. Consider a valley with mass $m_i$ along axis $i$, at energy $-|E|$ below its minimum, and neglect the Coulomb tail between donor and surface. A component with lateral offset $\boldsymbol\delta_\parallel$ decays towards the surface as $e^{-\lambda z}$. Insert $\delta_z=i\lambda$ in the effective-mass energy:

$$-|E|=\frac{\hbar^2}{2}\left(\frac{\delta_x^2}{m_x}+\frac{\delta_y^2}{m_y}
-\frac{\lambda^2}{m_z}\right).$$

Solving for the decay rate gives

$$\lambda=\sqrt{\frac{2m_z|E|}{\hbar^2}
+m_z\left(\frac{\delta_x^2}{m_x}+\frac{\delta_y^2}{m_y}\right)} .$$

A larger offset decays faster, so depth removes the outer part of each packet. In the one-valley crystal the half-width along $x$ falls from 0.109 at 2.17 nm to 0.090 at 4.34 nm. Both values include the broadening of the Fourier window.

The six-valley donor at 2.17 nm shows 5 maxima above 3% instead of 13. Its signal at the $x$–$y$ and $x$–$(-x)$ positions is still 0.12 and 0.08 of the centre. Since one class has four members by the symmetry of the model, five maxima leave room for the centre and one class; the others have no resolved maxima of their own. A Fourier component at a predicted position is not yet a separate peak. Nor does the count grow steadily with depth: the same model gives 13 maxima at 2.44 nm and 5 at 3.26 nm.

The valley weights change too. The $z$ valleys hold 81% of the shallow state and 49.5% of the deeper one, against one third in bulk. In the box of edge 21.7 nm these shares become 75% and 41%, so trust the trend rather than the digits. Confinement along $z$ costs less kinetic energy for a heavy mass, and the $z$ valleys have the heavy mass in that direction.

**Q.** How does the vacuum gap alter the peaks?

**A.** It filters lateral momentum. For a barrier $\Phi$ let $\kappa=\sqrt{2m_e\Phi}/\hbar$. Model the tail of a surface orbital by the decaying solution of $(\nabla^2-\kappa^2)g=-4\pi\delta(\mathbf r)$, which is $g=e^{-\kappa r}/r$. A lateral Fourier transform turns this equation into

$$\left(\frac{d^2}{dz^2}-s^2\right)\tilde g=-4\pi\delta(z),\qquad s=\sqrt{\kappa^2+p^2}.$$

Away from the source $\tilde g=Ae^{-s|z|}$. Its slope jumps by $-2sA$ at $z=0$, and this must equal $-4\pi$, so $A=2\pi/s$. At height $h$ the amplitude factor is $2\pi e^{-hs}/s$.

For $\Phi=4$ eV, $\kappa=10.25$ nm$^{-1}$. A valley at $p=0.85\times11.571=9.84$ nm$^{-1}$ has $s=\sqrt{10.25^2+9.84^2}=14.21$ nm$^{-1}$. With $h=0.5$ nm, its amplitude relative to $p=0$ is

$$t=\frac{10.25}{14.21}\,e^{-0.5(14.21-10.25)}\approx0.10 .$$

**Q.** Then the $x$–$z$ peak should weaken by ten. Does it?

**A.** Its absolute strength falls, but relative to the centre it rises, from 0.14 in the top layer to 0.28 at the tip. The centre loses even more. Let $f$ be the $z$-valley fraction of the central component in the top layer. Keep the leading lateral momentum of each valley and neglect changes of packet shape. The centre scales as $f+t^2(1-f)$, the $x$–$z$ term as $t$, so

$$0.275\approx\frac{0.137\,t}{f+t^2(1-f)}
\quad\Rightarrow\quad f+t^2(1-f)\approx0.050 .$$

With $t^2=0.010$ this gives $f\approx0.040/0.990\approx0.04$. The $z$ valleys thus hold 40 to 50% of the whole state but, by this estimate, only about 4% of the top-layer density. One reason is in the formula for $\lambda$: at $\boldsymbol\delta_\parallel=0$ their decay rate is larger by $\sqrt{0.92/0.19}=2.2$. The phase of their standing wave at the top layer matters too, and their part of the density there changes strongly when the donor moves by one layer; I have not separated the two effects.

The $x$–$y$ peak at $(0.85,0.85)$ needs two filtered amplitudes and has strength 0.10, close to the 0.12 of the lattice peak at $(1,1)$. The folded $x$–$y$ position has 0.09, and the folded $x$–$(-x)$ position 0.05. In a box of edge 19.6 nm these tip strengths rise by up to 0.03, and the $x$–$z$ peak remains the strongest of them. At this donor depth, then, the tip favours the $x$–$z$ fringes. That is not a general rule: with the donor one model layer (0.27 nm) deeper, the $x$–$z$ strength at the tip is about 0.01 (0.014 in the 13.03 nm box, 0.009 in the 21.7 nm box), while the $x$–$y$ strength at $(0.85,0.85)$ is about 0.3. Nor does the relative strength always rise: at 2.17 nm, where the $z$ valleys hold about 70% of the top-layer density, the $x$–$z$ strength falls from 0.37 in the top layer to 0.05 at the tip.

**Q.** How closely does this describe a real phosphorus donor under my microscope?

**A.** The lattice constant, valley position, masses and binding energy are close to accepted silicon and phosphorus values; the barrier and tip height are rough typical choices. At 4.2 K, $kT=0.36$ meV against a computed spacing of 9.1 meV to the next level (9.9 meV in a box of edge 19.6 nm), so thermal mixing is weak if the bias window also selects one level.

For silicon facing an empty vacuum, image charges move the computed level from $-43.5$ to $-48.6$ meV; the starting level itself changes by 0.7 meV in the box of edge 19.6 nm. A field of 0.05 MV/cm that pulls the electron towards the surface raises the $z$ share from 0.495 to 0.56 in the 13.03 nm box. In both cases the pair terms stay within 0.014 of the predicted positions. A metal tip screens the opposite way: to first order, a flat metal 0.5 nm above the surface would turn the image shift into a rise of about 3 meV. The sign under a real tip therefore depends on its shape and height.

The peak strengths are less transferable. They depend on the exact layer of the donor, and a tip orbital other than an s-wave weights the lateral momenta differently. Real silicon has two atoms per primitive cell and its own coefficients $C_{\mu\nu}(\mathbf G)$, which this one-orbital model does not contain; they can move the strengths by large factors. In the model's top layer every $C_{\mu\nu}(\mathbf G)$ has the same size. In the diamond lattice the glide symmetry along a cubic axis makes $C_{x,-x}(2,0,0)$ and $C_{z,-z}(0,0,2)$ vanish. The $(0.30,0)$ component then survives only through vectors such as $(2,0,\pm2)$, and the direct coupling of $+z$ to $-z$ at wavevector $0.30$, which the model allows, is absent in the bulk crystal. Empirical-pseudopotential Bloch functions give pair factors, relative to 1 in the model, of roughly 0.7 for $x$–$(-x)$, 0.3 for $x$–$y$ and 0.4 for $x$–$z$ on a bulk atomic plane. Midway between planes the $x$–$(-x)$ factor vanishes, and the $x$–$y$ factor is about 0.7 along one diagonal and zero along the other. These factors are for bulk planes, not for the tip height. A dimerized surface also breaks the assumed lateral period. If dimer rows double one surface lattice vector, half-order vectors such as $(\tfrac12,\tfrac12)$ join the set $\mathbf G_\parallel$. They add positions, including $(0.5-0.15,\,0.5-0.15)=(0.35,0.35)$ for the $x$–$y$ pair.

**Q.** If I see a peak off the lattice points, may I call it valley interference?

**A.** First check it against the full set $(\mathbf k_\nu-\mathbf k_\mu)_\parallel+\mathbf G_\parallel$, with the reciprocal vectors of your actual surface. A match within the packet width supports the assignment, and several classes matching with one common $k_0$ support it more strongly. Surface superstructure, a neighbouring defect or a second donor can also produce Fourier structure, so one isolated peak is weak evidence. A missing peak does not exclude valley mixing either: its coefficient may be small, its packet may merge with a neighbour, or the vacuum may have filtered it out. The numerical output gives the remaining values for this example. Its one-valley column at tip height is for a valley at the zone centre; a valley at $k_0$ would be filtered differently by the vacuum and would have other peak strengths there.

## Calculated quantities

```
lattice constant 0.543 nm, 2pi/a = 11.571 1/nm, k0 = 0.85 (2pi/a)
masses: long 0.92, trans 0.19 m_e; permittivity 11.7
model band saturation 3.0 eV; box edge 13.03 nm
donor depth below top layer: 4.34 nm
top-layer density at box edge relative to maximum: 0.0198
on-site donor strength: 0.868 eV
bulk level from diagonalization: -45.00 meV
level below surface: -43.52 meV
spacing to next level: 9.07 meV
kT at 4.2 K: 0.362 meV
valley shares +x,-x,+y,-y,+z,-z: [0.128 0.125 0.128 0.125 0.25  0.245]
tolerances: pairs 0.0417, full image 0.0833 (2pi/a)
predicted lines in surface zone: 13
largest miss of 15 valley pairs: 0.0141 (2pi/a); +z with -z, from lattice lines: 0.0000
largest pair miss, k0 moved to 0.75: 0.0000 (2pi/a)
full image: 13 maxima above 3 %, largest miss 0.0500 (2pi/a)
full image, x-z and x-y lines to nearest maximum: 0.0141
full image, x-(-x) line to nearest maximum: 0.0500 (2pi/a)
one-valley crystal: level -28.80 meV, 1 maxima above 3 %
top-layer strength relative to q=0
  (six valleys; one valley; six valleys at shallow depth):
  x-z q=(0.85,0.00) period 0.64 nm: 0.1367; 0.0000; 0.3682
  x-y q=(0.15,0.15) period 2.56 nm: 0.4172; 0.0046; 0.1231
  x-(-x) q=(0.30,0.00) period 1.81 nm: 0.2496; 0.0039; 0.0811
one-valley packet half-width along x: 0.090 (2pi/a)
same at depth 2.17 nm: 0.109 (2pi/a)
shallow case: 5 maxima above 3 %, pair miss 0.0200, z share 0.812
barrier 4.0 eV, kappa 10.25 1/nm, tip height 0.5 nm
vacuum amplitude factor, p=k0 relative to p=0: 0.0998
tip-height strength relative to q=0 (six valleys; one valley):
  x-z q=(0.85,0.00): 2.75e-01; 2.06e-07
  x-y q=(0.85,0.85): 9.94e-02; 8.70e-05
  x-(-x) q=(1.70,0.00): 4.81e-02; 4.64e-06
  x-y folded q=(0.15,0.15): 9.36e-02; 4.23e-03
  x-(-x) folded q=(0.30,0.00): 4.77e-02; 3.22e-03
  lattice q=(1.00,1.00): 1.16e-01; 1.16e-02
tip image, line to nearest maximum: x-z 0.0100, x-y 0.0141 (2pi/a)
tip, x-y interference term alone: miss 0.0141 (2pi/a)
z-valley share, main case: 0.495
with image charges: level -48.57 meV, z share 0.495, pair miss 0.0141 (2pi/a)
with field 0.05 MV/cm: level -43.79 meV, z share 0.562, pair miss 0.0141 (2pi/a)
```
